# Solving the STLS equations: logarithmic kernel, mixing and momentum cutoff: verification in Python

```python
"""STLS self-consistency for the unpolarized 3D electron gas at zero temperature.

Result under test: the fixed-point problem G = F[G] with
  S(x) = S_HF(x) - (3/pi) int_0^inf dw a L^2/(1 + a L),  a = lam (1 - G)/x^2,
  G(x) = -(3/4) int_0^inf dp p^2 K(x,p) [S(p) - 1],
  K(x,p) = 1 + (x^2 - p^2)/(2 x p) ln|(x + p)/(x - p)|,
its limits, its Jacobian (no eigenvalue with positive real part), the rates of
linear mixing, and the error caused by a momentum cutoff.
Symbols: x, p = wave numbers / kF; w = frequency / kF^2 (atomic units);
L = -(Lindhard function)/(kF/pi^2); lam = 4 alpha rs/pi; kF = 1/(alpha rs);
H = S - 1; D = dS/dG; g0 = pair distribution at contact; beta = mixing factor.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

PI = np.pi
ALPHA = (4 / (9 * PI)) ** (1 / 3)
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = const.physical_constants["Bohr radius"][0] * 1e10


def unit_gauss(count):
    t, w = leggauss(count)
    return (t + 1) / 2, w / 2


# Quadrature on (0,1) with points clustered at both ends, for endpoint logarithms.
_u, _wu = unit_gauss(32)
CLUSTER = _u**3 * (10 - 15 * _u + 6 * _u**2)
CLUSTER_W = _wu * 30 * _u**2 * (1 - _u) ** 2


def kernel(q, p):
    r = np.minimum(np.minimum(q, p) / np.maximum(q, p), 1 - 1e-15)
    series = sum(2 * r ** (2 * m) / (4 * m * m - 1) for m in range(1, 6))
    low = np.where(r < 0.05, series, 1 - (1 - r * r) * np.arctanh(r) / r)
    return np.where(q < p, low, 2 - low)


def hartree_fock_hole(x):
    return np.where(x < 2, 0.75 * x - x**3 / 16 - 1, 0.0)


def lindhard(x, w):
    """L at imaginary frequency; closed form, or a smooth integral far from its cuts."""
    x, w = np.broadcast_arrays(x, w)
    z, u = x / 2, w / x
    log_term = np.log1p(4 * z / ((1 - z) ** 2 + u**2))
    result = (0.5 + (1 - z**2 + u**2) / (8 * z) * log_term
              - u / 2 * (np.arctan((1 + z) / u) + np.arctan((1 - z) / u)))
    far = z**2 + u**2 > 9
    t, wt = leggauss(20)
    xf, wf = x[far][:, None], w[far][:, None]
    delta = xf**2 / 2 + xf * t
    result[far] = 0.5 * (delta / (delta**2 + wf**2)) @ (wt * (1 - t**2))
    return result


def frequency_table(x, step=0.3):
    s = np.arange(-30, 10.01, step)
    w = (x**2 / 2 + x + 1)[:, None] * np.exp(s)
    return lindhard(x[:, None], w), step * w


def structure(x, table, rs, G):
    """Return H = S - 1 and D = dS/dG, or None outside the stable region."""
    L, weight = table
    coupling = 4 * ALPHA * rs / PI / x**2
    a = coupling * (1 - G)
    den = 1 + a[:, None] * L
    if not np.all(den > 0):
        return None
    ratio = L / den
    H = hartree_fock_hole(x) - 3 / PI * a * np.sum(weight * L * ratio, axis=1)
    D = 3 / PI * coupling * np.sum(weight * ratio**2, axis=1)
    return H, D


class Grid:
    def __init__(self, doublings=10, nodes=8, tail=True, step=0.3):
        base = [0, 0.1, 0.3, 0.6, 1, 1.5, 2, 2.5, 3, 4]
        outer = [5 * 2 ** (k / 2) for k in range(2 * doublings + 1)]
        self.edges = np.array(base + outer)
        self.nodes, self.tail, self.cutoff = nodes, tail, self.edges[-1]
        t, wt = leggauss(nodes)
        self.to_modes = np.linalg.inv(legvander(t, nodes - 1))
        lo, hi = self.edges[:-1, None], self.edges[1:, None]
        self.x = (lo + (hi - lo) * (t + 1) / 2).ravel()
        self.w = ((hi - lo) / 2 * wt).ravel()
        self.table = frequency_table(self.x, step)
        self.M = self.rows(self.x)

    def piece(self, q, a, b, lo, hi):
        p = a + (b - a) * CLUSTER
        basis = legvander(2 * (p - lo) / (hi - lo) - 1, self.nodes - 1) @ self.to_modes
        return -0.75 * (kernel(q[:, None], p) * (b - a) * CLUSTER_W * p**2) @ basis

    def rows(self, q):
        """Matrix taking H on the grid to G at the wave numbers q."""
        out = np.zeros((len(q), len(self.x)))
        for j, (lo, hi) in enumerate(zip(self.edges[:-1], self.edges[1:])):
            cols = slice(j * self.nodes, (j + 1) * self.nodes)
            inside = (q > lo) & (q < hi)
            out[~inside, cols] = self.piece(q[~inside], lo, hi, lo, hi)
            for i in np.flatnonzero(inside):
                qi = q[i:i + 1]
                out[i, cols] = (self.piece(qi, lo, q[i], lo, hi)
                                + self.piece(qi, q[i], hi, lo, hi))[0]
        if self.tail:
            inverse_p = CLUSTER / self.cutoff
            integral = kernel(q[:, None], 1 / inverse_p) @ (CLUSTER_W / self.cutoff)
            out[:, -1] -= 0.75 * self.x[-1] ** 4 * integral
        return out

    def apply(self, rs, G):
        state = structure(self.x, self.table, rs, G)
        return None if state is None else (self.M @ state[0], *state)

    def contact(self, H):
        total = np.sum(self.w * self.x**2 * H)
        if self.tail:
            total += H[-1] * self.x[-1] ** 4 / self.cutoff
        return 1 + 1.5 * total


def solve(grid, rs):
    """Newton iteration with backtracking; returns G, H, D."""
    G = np.zeros_like(grid.x)
    out, H, D = grid.apply(rs, G)
    for _ in range(80):
        R = out - G
        size = np.max(np.abs(R))
        if size < 1e-12:
            break
        step = np.linalg.solve(np.eye(len(G)) - grid.M * D, R)
        fraction, accepted = 1.0, False
        while fraction > 1e-7 and not accepted:
            trial_G = G + fraction * step
            trial = grid.apply(rs, trial_G)
            accepted = trial is not None and np.max(np.abs(trial[0] - trial_G)) < size
            fraction /= 2
        if not accepted:
            break
        G, (out, H, D) = trial_G, trial
    assert np.max(np.abs(out - G)) < 1e-10, "Newton iteration did not converge"
    return G, H, D


def mix(grid, rs, beta, G, limit=500):
    for count in range(limit):
        state = grid.apply(rs, G)
        if state is None:
            return "pole@%d" % count, None
        R = state[0] - G
        if np.max(np.abs(R)) < 1e-8:
            return str(count), G
        G = G + beta * R
    return "none", None


def spectrum(grid, D):
    mu = np.linalg.eigvals(grid.M * D)
    return mu, mu[np.argmax(np.abs(mu))]


def correlation_energy(grid, rs, rpa=False):
    """Coupling-strength integration, in hartree per electron."""
    s, ws = unit_gauss(12)
    s, ws = s * np.sqrt(rs), ws * np.sqrt(rs)
    total = 0.0
    for si, wi in zip(s, ws):
        if rpa:
            H = structure(grid.x, grid.table, si**2, np.zeros_like(grid.x))[0]
        else:
            H = solve(grid, si**2)[1]
        total += wi * 2 * si * np.sum(grid.w * (H - hartree_fock_hole(grid.x)))
    return total / (PI * ALPHA * rs**2)


grid = Grid()
x = grid.x
RS = [1.0, 2.0, 5.0, 10.0, 20.0]
sol = {rs: solve(grid, rs) for rs in RS}
g0 = {rs: grid.contact(sol[rs][1]) for rs in RS}

# Logarithmic kernel and prefactor against the vector integral over k.
q_test = 1.3
k, wk = unit_gauss(400)
k, wk = k * (q_test + 2), wk * (q_test + 2)
c, wc = leggauss(400)
distance = np.sqrt(q_test**2 + k[:, None] ** 2 - 2 * q_test * k[:, None] * c)
direct = -(3 * PI**2) / (4 * PI**2) * (wk * k * q_test) @ (
    hartree_fock_hole(distance) @ (wc * c))
G_HF = grid.M @ hartree_fock_hole(x)
from_rows = (grid.rows(np.array([q_test])) @ hartree_fock_hole(x))[0]
assert abs(direct - from_rows) < 1e-4
assert abs(grid.contact(hartree_fock_hole(x)) - 0.5) < 1e-9

# Lindhard function against the integral over the Fermi sphere.
k, wk = unit_gauss(80)
c, wc = leggauss(80)
for xt, wt in [(0.7, 0.6), (2.0, 0.9), (3.5, 2.0), (9.0, 5.0)]:
    delta = xt**2 / 2 + xt * k[:, None] * c
    sphere = (wk * k**2) @ ((delta / (delta**2 + wt**2)) @ wc)
    assert abs(sphere - lindhard(np.array([xt]), np.array([wt]))[0]) < 1e-8

# Structure factor against the real-frequency integral over the pair continuum.
xt, rs_t = 2.2, 5.0
G_t = grid.rows(np.array([xt])) @ sol[rs_t][1]
S_imag = 1 + structure(np.array([xt]), frequency_table(np.array([xt])), rs_t, G_t)[0][0]
a_t = 4 * ALPHA * rs_t / PI / xt**2 * (1 - G_t[0])


def real_axis(w):
    m, p = w / xt - xt / 2, w / xt + xt / 2
    re = (0.5 - (1 - m * m) / (4 * xt) * np.log(abs((m + 1) / (m - 1)))
          + (1 - p * p) / (4 * xt) * np.log(abs((p + 1) / (p - 1))))
    im = PI / (4 * xt) * (max(0, 1 - m * m) - max(0, 1 - p * p))
    return re + 1j * im


w_low, w_high = xt**2 / 2 - xt, xt**2 / 2 + xt
assert 1 + a_t * real_axis(w_high * (1 + 1e-9)).real > 0  # no separate plasmon
S_real = 3 / PI * quad(lambda w: (real_axis(w) / (1 + a_t * real_axis(w))).imag,
                       w_low, w_high, limit=200)[0]
assert abs(S_real - S_imag) < 1e-6

# Small and large wave-number limits of the self-consistent solution.
gamma = {rs: -0.5 * np.sum(grid.w * sol[rs][1]) for rs in RS}
for rs in RS:
    assert abs(sol[rs][0][0] / x[0] ** 2 / gamma[rs] - 1) < 0.02
far = np.argmin(abs(x - 1000))
slope = ((1 - sol[1.0][0][far]) / g0[1.0] - 1) * x[far]
slope_law = PI * ALPHA / 2
assert abs(slope / slope_law - 1) < 0.05
tail_law = 8 * ALPHA / (3 * PI) * g0[1.0] * (1 + slope_law / x[far]) / x[far] ** 4
assert abs(-sol[1.0][1][far] / tail_law - 1) < 2e-3

# Jacobian against finite differences, and the identity behind Re(mu) <= 0.
for rs in (1.0, 20.0):
    G, H, D = sol[rs]
    for e in (x**2 * np.exp(-x**2 / 8), np.cos(3 * x) * np.exp(-x**2 / 8)):
        Je = grid.M @ (D * e)
        eps = 1e-4
        numeric = (grid.apply(rs, G + eps * e)[0] - grid.apply(rs, G - eps * e)[0]) / (2 * eps)
        assert np.max(abs(numeric - Je)) < 1e-5 * max(1, np.max(abs(Je)))
        W = grid.w * x**2 * D
        scale = np.sum(W * e * e) * max(1, np.sum(W))
        assert abs(np.sum(W * e * Je) + 0.75 * np.sum(W * e) ** 2) < 1e-4 * scale

# Coupling integration against the closed logarithmic RPA energy.
L, weight = grid.table
aL = (4 * ALPHA * 2.0 / PI / x**2)[:, None] * L
ring = 3 / (4 * PI) / (ALPHA * 2.0) ** 2 * np.sum(
    grid.w * x**2 * np.sum(weight * (np.log1p(aL) - aL), axis=1))
rpa = correlation_energy(grid, 2.0, rpa=True)
assert abs(rpa / ring - 1) < 1e-3

print("RPA energy rs=2, coupling / log formula: %.5f / %.5f eV"
      % (rpa * HARTREE_EV, ring * HARTREE_EV))
print("S(2.2 kF) rs=5, imaginary / real axis: %.7f / %.7f" % (S_imag, S_real))
print("rs=1: x[(1-G)/g0-1] at x=%.0f: %.4f; limit law %.4f" % (x[far], slope, slope_law))
print("rs | kF (1/angstrom) | plasmon (eV) | g0 | gamma | e_c (eV) | e_c (hartree)")
for rs in RS:
    ec = correlation_energy(grid, rs)
    print("%4.0f %8.4f %8.4f %9.5f %8.5f %9.5f %10.6f" % (
        rs, 1 / (ALPHA * rs * BOHR_ANGSTROM), np.sqrt(3 / rs**3) * HARTREE_EV,
        g0[rs], gamma[rs], ec * HARTREE_EV, ec))

# Local convergence of linear mixing.
print("rs | rho | best beta | rate at best beta | bound rho/(2+rho) | beta limit")
betas = np.linspace(0.01, 1, 397)
best, modes = {}, {}
for rs in RS:
    mu, top = spectrum(grid, sol[rs][2])
    assert abs(top.imag) < 1e-8 and top.real < 0
    assert mu.real.max() < 0.02  # zero up to discretization of rough modes
    rates = np.array([np.max(abs(1 - b + b * mu)) for b in betas])
    rho, best[rs], modes[rs] = -top.real, betas[rates.argmin()], mu
    assert rates.min() > rho / (2 + rho) - 2e-3
    beta_limit = np.min(2 * (1 - mu).real / abs(1 - mu) ** 2)
    print("%4.0f %8.4f %7.4f %8.4f %8.4f %8.4f"
          % (rs, rho, best[rs], rates.min(), rho / (2 + rho), beta_limit))


def radius(rs):
    return abs(spectrum(grid, solve(grid, rs)[2])[1])


rs_critical = brentq(lambda r: radius(r) - 1, 0.5, 20, xtol=1e-5)
print("plain iteration loses local stability at rs = %.4f" % rs_critical)
for factor in (0.7, 1.3):
    rs = factor * rs_critical
    G_star = solve(grid, rs)[0]
    G, errors = G_star * (1 + 1e-7), []
    for _ in range(20):
        G = grid.apply(rs, G)[0]
        errors.append(np.max(abs(G - G_star)))
    observed, predicted = errors[-1] / errors[-2], radius(rs)
    assert abs(observed / predicted - 1) < 0.01
    print("rs=%.4f: error factor per plain step %.5f, predicted %.5f"
          % (rs, observed, predicted))
for r1, r2 in zip(RS[:-1], RS[1:]):
    if g0[r1] * g0[r2] < 0:
        root = brentq(lambda r: grid.contact(solve(grid, r)[1]), r1, r2, xtol=1e-5)
        print("contact value g0 changes sign at rs = %.4f" % root)

# Iteration from distant starts.
print("steps to residual 1e-8 for beta = 1, 0.5, 0.2, best (limit 500 steps)")
print("pole@n: 1+aL not positive at step n; none: limit reached")
for name, start in (("G=0", np.zeros_like(x)), ("G=HF", G_HF)):
    for rs in RS:
        words = []
        for beta in (1.0, 0.5, 0.2, best[rs]):
            word, G = mix(grid, rs, beta, start)
            if G is not None:
                assert np.max(abs(1 - beta + beta * modes[rs])) < 1
                assert np.max(abs(G - sol[rs][0])) < 1e-6
            words.append(word)
        print("start %-4s rs=%2.0f: %s" % (name, rs, "  ".join(words)))

# Error of the contact value caused by the momentum cutoff.
print("cutoff/kF | g0 error rs=1: sharp, tail | g0 error rs=20: sharp, tail")
cut = {}
for doublings in range(1, 7):
    sharp, tailed = Grid(doublings, tail=False), Grid(doublings)
    row = []
    for rs in (1.0, 20.0):
        for g in (sharp, tailed):
            row.append(g.contact(solve(g, rs)[1]) - g0[rs])
    cut[doublings] = row
    print("%5.0f  %10.2e %10.2e  %10.2e %10.2e" % (sharp.cutoff, *row))
assert 1.85 < cut[5][0] / cut[6][0] < 2.15
assert abs(cut[6][1]) < abs(cut[6][0]) / 10
assert abs(cut[6][3]) < abs(cut[6][2]) / 3

# Refinement of both grids.
fine = Grid(nodes=11, step=0.2)
change = fine.contact(solve(fine, 20.0)[1]) - g0[20.0]
assert abs(change) < 2e-5
print("grid: %d wave numbers, %d frequencies, cutoff %.0f kF"
      % (len(x), grid.table[0].shape[1], grid.cutoff))
print("change of g0 at rs=20 on a finer grid: %.1e" % change)

print("rs | q/kF | q (1/angstrom) | S | G")
q_show = np.array([1.0, 2.0, 4.0])
for rs in (5.0, 20.0):
    G_show = grid.rows(q_show) @ sol[rs][1]
    H_show = structure(q_show, frequency_table(q_show), rs, G_show)[0]
    for q, h, g in zip(q_show, H_show, G_show):
        print("%4.0f %4.1f %8.4f %9.5f %9.5f"
              % (rs, q, q / (ALPHA * rs * BOHR_ANGSTROM), 1 + h, g))
print("finished without a failed check")
```

Running it gives:

```
RPA energy rs=2, coupling / log formula: -1.68170 / -1.68170 eV
S(2.2 kF) rs=5, imaginary / real axis: 0.9863756 / 0.9863756
rs=1: x[(1-G)/g0-1] at x=994: 0.8210; limit law 0.8185
rs | kF (1/angstrom) | plasmon (eV) | g0 | gamma | e_c (eV) | e_c (hartree)
   1   3.6267  47.1315   0.22311  0.45605  -1.68043  -0.061755
   2   1.8133  16.6635   0.09878  0.48940  -1.24458  -0.045737
   5   0.7253   4.2156  -0.01314  0.53779  -0.76654  -0.028170
  10   0.3627   1.4904  -0.01851  0.57143  -0.49414  -0.018159
  20   0.1813   0.5269  -0.00169  0.59853  -0.29986  -0.011020
rs | rho | best beta | rate at best beta | bound rho/(2+rho) | beta limit
   1   0.1719  0.9200   0.0800   0.0791   1.7067
   2   0.3235  0.8600   0.1400   0.1392   1.5111
   5   0.7472  0.7275   0.2725   0.2720   1.1447
  10   1.4330  0.5825   0.4175   0.4174   0.8220
  20   2.8249  0.4150   0.5873   0.5855   0.5229
plain iteration loses local stability at rs = 6.8392
rs=4.7874: error factor per plain step 0.71783, predicted 0.71783
rs=8.8910: error factor per plain step 1.28097, predicted 1.28097
contact value g0 changes sign at rs = 4.1470
steps to residual 1e-8 for beta = 1, 0.5, 0.2, best (limit 500 steps)
pole@n: 1+aL not positive at step n; none: limit reached
start G=0  rs= 1: 12  24  75  8
start G=0  rs= 2: 18  25  76  11
start G=0  rs= 5: 71  25  76  16
start G=0  rs=10: pole@3  25  77  24
start G=0  rs=20: pole@1  228  77  39
start G=HF rs= 1: 11  22  69  8
start G=HF rs= 2: 18  23  71  10
start G=HF rs= 5: 69  24  72  16
start G=HF rs=10: pole@5  24  73  24
start G=HF rs=20: pole@1  225  74  39
cutoff/kF | g0 error rs=1: sharp, tail | g0 error rs=20: sharp, tail
   10    1.54e-02  -8.14e-04   -7.29e-03   8.16e-03
   20    7.54e-03  -1.80e-04   -2.02e-03   1.42e-03
   40    3.73e-03  -4.18e-05   -7.29e-04   2.52e-04
   80    1.86e-03  -1.00e-05   -3.14e-04   4.78e-05
  160    9.27e-04  -2.45e-06   -1.47e-04   9.79e-06
  320    4.63e-04  -6.04e-07   -7.16e-05   2.15e-06
grid: 240 wave numbers, 134 frequencies, cutoff 5120 kF
change of g0 at rs=20 on a finer grid: -3.7e-11
rs | q/kF | q (1/angstrom) | S | G
   5  1.0   0.7253   0.45109   0.41721
   5  2.0   1.4507   0.97471   0.83344
   5  4.0   2.9013   0.99979   0.97646
  20  1.0   0.1813   0.29443   0.49254
  20  2.0   0.3627   0.99528   0.99250
  20  4.0   0.7253   1.00138   1.03870
finished without a failed check
```
